# Base bending stress of a resist line under lateral pressure

**Question**

I have a long, straight resist line, 60 nm high and 20 nm wide, standing on a wafer. During drying, the pressure on one side wall is higher than on the other by 1 MPa, uniformly over the height. I am asked for the maximum bending stress at the base from beam theory.

My attempt was to take the side force per unit length, 1 MPa × 60 nm, and divide it by the width, 20 nm. That gives 3 MPa, but it does not look like a bending stress. I also have neither the length of the line nor its Young's modulus. Are they needed? And how far can I trust a beam formula for something only three times as high as it is wide?

**Answer**

Your 3 MPa is the average *shear* stress at the base: the sideways force divided by the area that carries it. The bending stress comes from the moment of that force. Neither the length nor the modulus is needed, as the derivation shows.

**Setting up the beam**

Treat the line as a cantilever, clamped at the wafer and free at the top. Let $H$ be its height, $W$ its width and $p$ the pressure difference. Height $z$ runs up from the base, and $x$ runs across the width from the midplane. The higher pressure acts on the wall at $x=-W/2$ and pushes towards $+x$. Tension is positive.

Every slice along the line is loaded alike, so I work per unit length, which is why the length drops out. I assume a linear elastic, homogeneous material, small deflections and a pressure that stays fixed as the line bends.

**The moment at the base**

A strip of wall of height $dz$ carries the force $p\,dz$ with lever arm $z$ about the base:

$$M=\int_0^H p\,z\,dz=\frac{pH^2}{2}.$$

The factor 1/2 arises because the total force $pH$ acts, on average, at half height. If the same force were concentrated at the top, the moment and the bending stress would be twice as large.

**From moment to stress**

Beam theory assumes that flat cross-sections stay flat. The vertical strain is then linear in $x$:

$$\varepsilon=\varepsilon_0-kx,$$

where $k$ is the curvature, positive for bending towards $+x$. The stress is $\sigma=E'\varepsilon$, with $E'$ the stiffness for bending. The pressure has no vertical component, so the net vertical force on the section vanishes:

$$\int_{-W/2}^{W/2}\sigma\,dx=E'\varepsilon_0W=0\quad\Rightarrow\quad\varepsilon_0=0.$$

The stress must also balance the moment. Tension at negative $x$ resists bending towards $+x$, hence the minus sign in

$$M=-\int_{-W/2}^{W/2}\sigma x\,dx=E'k\int_{-W/2}^{W/2}x^2dx=E'kI,\qquad I=\frac{W^3}{12}.$$

Substituting $E'k=M/I$ into $\sigma=-E'kx$ gives

$$\sigma(x)=-\frac{Mx}{I}.$$

The modulus has cancelled: a softer line bends further, but the same stress is needed to balance the same moment. The magnitude is largest at the walls, $|x|=W/2$:

$$\sigma_{\max}=\frac{M\,W/2}{W^3/12}=\frac{6M}{W^2}=\frac{6}{W^2}\,\frac{pH^2}{2}=3p\left(\frac HW\right)^2.$$

At height $z$, only the part of the line above it contributes to the moment, so $H$ is replaced by $H-z$. The base is therefore the most heavily stressed section.

**Your numbers**

The moment per unit length is

$$M=\tfrac12(1\ \text{MPa})(60\ \text{nm})^2=1800\ \text{MPa nm}^2,$$

and $W^2/6=66.67\ \text{nm}^2$. Therefore

$$\sigma_{\max}=\frac{1800}{66.67}\ \text{MPa}=3(1\ \text{MPa})(3)^2=27\ \text{MPa}.$$

It is tensile on the wall with the higher pressure and compressive on the opposite wall. The aspect ratio enters squared, so small width losses matter: with $H$ and $p$ unchanged, an 18 nm line would have 33.3 MPa.

**Is an aspect ratio of 3 enough?**

More than about one width above the clamp, yes. This can be seen from a plane-elasticity solution that does not assume flat sections. Let $s=H-z$ be the distance below the top, $c=W/2$ and $K=3p/(4c^3)$. Consider

$$\sigma_z=K\left(-s^2x+\tfrac23x^3-\tfrac25c^2x\right),$$

$$\sigma_x=K\left(-\tfrac13x^3+c^2x-\tfrac23c^3\right),\qquad \tau_{xs}=-Ks(c^2-x^2).$$

- Horizontal equilibrium holds: $\partial_x\sigma_x+\partial_s\tau_{xs}=K(c^2-x^2)-K(c^2-x^2)=0$.
- Vertical equilibrium holds: $\partial_x\tau_{xs}+\partial_s\sigma_z=2Ksx-2Ksx=0$.
- The strains fit together, which in plane elasticity without body forces requires $(\partial_x^2+\partial_s^2)(\sigma_x+\sigma_z)=0$. Here the two terms are $2Kx$ and $-2Kx$.
- On the walls the shear vanishes, $\sigma_x(-c)=-\tfrac43Kc^3=-p$, and $\sigma_x(c)=0$, as required.
- At the top the shear vanishes. The remaining $\sigma_z$ is odd in $x$, so it has no net force, and its moment is proportional to $\tfrac23\cdot\tfrac{2c^5}{5}-\tfrac25c^2\cdot\tfrac{2c^3}{3}=0$. A real free top has no such stress, but removing a load with neither force nor moment changes the stresses appreciably only within about one width of the top (Saint-Venant's principle).

On the loaded wall, $x=-c$, this gives

$$\sigma_z=K\left(s^2c-\tfrac4{15}c^3\right)=\frac{3ps^2}{4c^2}-\frac p5=3p\left(\frac sW\right)^2-\frac p5.$$

The correction to the beam formula is only $-0.2$ MPa, giving 26.8 MPa if the expression is continued down to the base. A finite-element calculation of the clamped line, with 0.25 nm elements, gives 6.55 MPa on this wall at half height. The beam formula gives 6.75 MPa there, and the corrected formula 6.55 MPa.

Right at the clamp the situation differs, because the solution above does not impose zero displacement at the base. In the finite-element model, the stress at the centre of the corner element is 32.6, 40.0 and 49.5 MPa for element sizes of 1, 0.5 and 0.25 nm. It shows no sign of converging. So 27 MPa is the *nominal* bending stress, the value that balances the moment with a linear profile. It is not the local peak at the corner. For a perfectly sharp corner the linear elastic model has no finite peak; in a real line the peak depends on the rounding of the foot and on yielding.

**How far does the line bend?**

Here the modulus does matter. Take rough values for a glassy polymer resist, $E=3$ GPa and Poisson's ratio $\nu=0.35$. A long line cannot contract along its length. Setting that strain to zero gives a lengthwise stress $\nu\sigma$, so $\varepsilon=(\sigma-\nu^2\sigma)/E$ and

$$E'=\frac{E}{1-\nu^2}=3.42\ \text{GPa}.$$

The sideways displacement $u$ obeys $u''=M(z)/(E'I)=p(H-z)^2/(2E'I)$, with $u=u'=0$ at the base. Integrating once gives

$$u'(z)=\frac{p}{6E'I}\left[H^3-(H-z)^3\right].$$

Integrating again up to the top gives

$$u_{\rm bend}=\frac{p}{6E'I}\left(H^4-\frac{H^4}{4}\right)=\frac{pH^4}{8E'I}=\frac{3pH^4}{2E'W^3}=0.71\ \text{nm}.$$

A short beam also shears. The shear force at height $z$ is $V=p(H-z)$, and its stress profile is the parabola $\tau=\frac{3V}{2W}(1-4x^2/W^2)$. Its elastic energy per unit height is $\int\tau^2dx/(2G)=\frac65V^2/(2GW)$, so the effective shear strain is $\frac65V/(GW)$. With $G=E/[2(1+\nu)]=1.11$ GPa,

$$u_{\rm shear}=\frac65\,\frac{1}{GW}\int_0^Hp(H-z)\,dz=\frac{3pH^2}{5GW}=0.10\ \text{nm}.$$

The total is 0.81 nm; the finite-element value is 0.80 nm.

**What changes in a real rinse**

A pressure difference of this size can come from water trapped in unequal gaps. Let a gap of width $S$ be filled to the top of the line, with surface tension $\gamma$ and contact angle $\theta$ measured through the liquid. The meniscus is a circular arc of radius $R=S/(2\cos\theta)$, so the liquid pressure lies below that of the air by $\gamma/R=2\gamma\cos\theta/S$.

With rough values $\gamma=72$ mN/m and $\theta=60^\circ$, $2\gamma\cos\theta=72$ mN/m $=72$ MPa nm. Gaps of 20 nm and 27.7 nm then have suctions of 3.6 and 2.6 MPa. Their difference is your 1 MPa, and it pulls the line towards the narrower gap.

This breaks the assumption of a fixed load. As the top moves by $u$, the narrow gap closes and its suction rises. If the neighbouring lines stay straight,

$$p(u)=2\gamma\cos\theta\left(\frac1{S_1-u}-\frac1{S_2+u}\right),\qquad u=Cp(u),$$

where $C=0.808$ nm/MPa is the deflection per unit pressure found above. The solution is $u=1.04$ nm and $p=1.29$ MPa, which raises the nominal base stress to $27\times1.293=34.9$ MPa. That is 29% above the fixed-pressure result. This estimate ignores the tilt of the bent wall. If the contact angle stays at 60° relative to the tilted wall, the menisci change shape as well: the pressure difference then reaches about 1.46 MPa and the nominal base stress about 39 MPa.

A softer line may have no equilibrium at all. The condition $u/p(u)=C$ can be met only if $C$ does not exceed the maximum of $u/p(u)$, which lies at $u=7.1$ nm. Since $C\propto1/E$ at fixed $\nu$, this sets a minimum modulus of about 1.2 GPa in this model, or about 1.5 GPa if the wall tilt is included. Below it, the line is pulled over until it touches its neighbour. These numbers assume a rigid base, which is a good approximation directly on silicon. A polymer underlayer lets the foot rotate: for a layer as stiff as the resist, $C$ rises to about 0.96 nm/MPa (5 nm thick) or 1.17 nm/MPa (20 nm thick), the 34.9 MPa becomes about 37 or 41 MPa, and the 1.2 GPa becomes about 1.4 or 1.7 GPa. Treat this as a rough threshold, since at such deflections the stress is far beyond what a linear elastic model of a polymer can be trusted with.

The menisci also pull directly on the line:

- Each contact line pulls down with $\gamma\cos\theta$, adding a compression $2\gamma\cos\theta/W=72/20=3.6$ MPa. At a fixed 1 MPa pressure difference, the compressive side then carries 30.6 MPa.
- The horizontal pulls $\gamma\sin\theta$ on the two walls cancel if the angles are equal. With 65° on one side and 60° on the other, a force $F=2.90$ mN/m remains at the top, directed towards the 65° side. On its own it gives a bending stress $6FH/W^2=2.6$ MPa at the base (the value in the output). The downward pulls now differ as well, by $\gamma(\cos60^\circ-\cos65^\circ)=5.57$ mN/m. With lever arm $W/2$ they bend the line the other way, with a stress of $6(5.57)(10)/400=0.84$ MPa. The net change in bending stress is about 1.8 MPa, up or down depending on which side has the larger angle. This comparison holds the pressure difference at 1 MPa. In a real gap the change in suction matters more. If only the line's own wall has the 65° angle, the suction on that side falls by $5.57/S$, which is 0.28 MPa in the narrow gap or 0.20 MPa in the wide one. That changes the bending stress by 7.5 or 5.4 MPa, in the direction opposite to the net effect of the direct pulls.

For the exercise as set, with a prescribed pressure, the answer is 27 MPa. For an actual line, that number is the starting point. The yield stress of glassy polymers is, roughly, some tens of MPa, so a nominal stress of this size can leave little margin, depending on the resist, and swelling, softening by the rinse or poor adhesion could reduce it further. The remaining computed values are in the numerical output below.

## Table of computed values

```
Height H = 60 nm; width W = 20 nm; H/W = 3.0
Pressure difference p = 1.0 MPa
Total side force per length = 60.0 mN/m
Base moment per length M = 1800.0 MPa nm^2
Same moment = 1.800e-09 N (N m per m)
Second moment per length I = 666.67 nm^3
Section modulus per length W^2/6 = 66.667 nm^2
Base stress, formula = 27.000 MPa
Base stress, fibre integrals = 27.000 MPa
Base stress, FEM base moment = 27.000 MPa
Base stress for W = 18 nm = 33.33 MPa
Stress-function base value = 26.80 MPa
z = 20 nm: beam 12.000 MPa, FEM 11.788 MPa
z = 30 nm: beam 6.750 MPa, FEM 6.550 MPa
z = 40 nm: beam 3.000 MPa, FEM 2.801 MPa
Corner element, mesh 1.00 nm: 32.6 MPa
Corner element, mesh 0.50 nm: 40.0 MPa
Corner element, mesh 0.25 nm: 49.5 MPa
z = 30 nm, 1 nm mesh, E = 3 GPa, nu = 0.35: 6.550 MPa
z = 30 nm, 1 nm mesh, E = 1 GPa, nu = 0.20: 6.555 MPa
Rough modulus E = 3.0 GPa; Poisson ratio = 0.35
Plane-strain modulus = 3.419 GPa
Shear modulus = 1.111 GPa
Outer-fibre strain at base = 0.79 %
Tip deflection, bending = 0.711 nm
Tip deflection, shear = 0.097 nm
Tip deflection, sum = 0.808 nm; FEM = 0.804 nm
Rough surface tension = 72 mN/m
Rough contact angle = 60 degrees
Narrow gap = 20.0 nm; wide gap = 27.69 nm
Suction, narrow gap = 3.60 MPa
Suction, wide gap = 2.60 MPa
Feedback: tip deflection = 1.045 nm
Feedback: pressure difference = 1.293 MPa
Feedback: nominal base stress = 34.9 MPa
Critical modulus for collapse = 1.20 GPa
Tip deflection at that limit = 7.1 nm
Contact-line axial compression = 3.60 MPa
Compressive side, fixed p, with it = 30.60 MPa
Tip force, 5 degree mismatch = 2.90 mN/m
Base stress from that mismatch = 2.61 MPa
```
